# Symmetric pseudospectral splitting for self-consistent-field polymer chains: a program that tests the result

```python
"""Symmetric pseudospectral splitting for self-consistent-field polymer chains.

Result under test: for dq/ds = (d^2/dx^2 - w) q the step
    S(h) = exp(-h w/2) exp(h d^2/dx^2) exp(-h w/2)
has global error h^2 * integral <c E q> ds + O(h^4), where
    E = -(w')^2/12 - (w'''' + 4 d/dx w'' d/dx)/12,
if w is smooth in each block and the block junction is a contour node.
Symbols: x in units of Rg, s = contour fraction, w = field in kT per chain,
q, c = propagators from the two chain ends, Q = cell mean of q at s = 1,
f = A fraction, phi = density, chiN = segregation, L = lamellar period.
Fields: wA = p + m, wB = p - m.
"""
import numpy as np
from scipy import constants
from scipy.optimize import minimize_scalar

GRID = 64
HARMONICS = 24
x_grid = np.arange(GRID) / GRID
odd = np.arange(1, HARMONICS, 2)
even = np.arange(2, HARMONICS + 1, 2)
cos_odd = np.cos(2 * np.pi * np.outer(odd, x_grid))
cos_even = np.cos(2 * np.pi * np.outer(even, x_grid))
n_odd = len(odd)


def wave_numbers(L, M):
    return 2 * np.pi * np.fft.rfftfreq(M, d=L / M)


def propagate(q, w, length, steps, L):
    """All contour nodes of one block, by symmetric splitting."""
    M = w.shape[-1]
    h = length / steps
    half = np.exp(-0.5 * h * w)
    diffusion = np.exp(-h * wave_numbers(L, M) ** 2)
    nodes = [q]
    for _ in range(steps):
        q = half * np.fft.irfft(diffusion * np.fft.rfft(half * q), n=M)
        nodes.append(q)
    return np.array(nodes)


def trapezoid(values, length):
    h = length / (len(values) - 1)
    return h * (values.sum(axis=0) - 0.5 * (values[0] + values[-1]))


def diblock(wA, wB, L, f, steps_A, steps_B):
    one = np.ones_like(wA)
    qA = propagate(one, wA, f, steps_A, L)
    qB = propagate(qA[-1], wB, 1 - f, steps_B, L)
    cB = propagate(one, wB, 1 - f, steps_B, L)
    cA = propagate(cB[-1], wA, f, steps_A, L)
    Q = qB[-1].mean(axis=-1, keepdims=True)
    prod_A, prod_B = qA * cA[::-1], qB * cB[::-1]
    node_means = np.concatenate([prod_A.mean(axis=-1), prod_B.mean(axis=-1)])
    return Q, trapezoid(prod_A, f) / Q, trapezoid(prod_B, 1 - f) / Q, node_means


def fields(coef):
    m = coef[..., :n_odd] @ cos_odd
    p = coef[..., n_odd:] @ cos_even
    return p + m, p - m, m


def residual(coef, L, chiN, N):
    """Saddle-point residuals and free energy per chain (kT), f = 1/2."""
    wA, wB, m = fields(coef)
    Q, phiA, phiB, _ = diblock(wA, wB, L, 0.5, N // 2, N // 2)
    r_m = (0.5 * chiN * (phiB - phiA) - m) @ cos_odd.T * 2 / GRID
    r_p = 0.5 * chiN * (phiA + phiB - 1) @ cos_even.T * 2 / GRID
    F = -np.log(Q[..., 0]) + (m ** 2).mean(axis=-1) / chiN + chiN / 4
    return np.concatenate([r_m, r_p], axis=-1), F


def starting_fields(L, chiN):
    coef = np.zeros(n_odd + len(even))
    coef[0] = -0.45 * chiN
    for _ in range(300):
        coef = coef + 0.1 * residual(coef, L, chiN, 32)[0]
    return coef


def solve(L, chiN, N, coef):
    """Newton iteration; all Jacobian columns are propagated together."""
    eps = 1e-6
    for _ in range(25):
        batch = np.vstack([coef, coef + eps * np.eye(len(coef))])
        r, F = residual(batch, L, chiN, N)
        if np.abs(r[0]).max() < 1e-10:
            break
        step = np.linalg.solve((r[1:] - r[0]).T / eps, r[0])
        coef = coef - step * min(1.0, 3.0 / np.abs(step).max())
    assert np.abs(r[0]).max() < 1e-9
    return coef, F[0]


def fourier_laplacian(L, M):
    return np.fft.irfft(-wave_numbers(L, M) ** 2 * np.fft.rfft(np.eye(M)), n=M)


def difference_laplacian(L, M):
    eye = np.eye(M)
    return (np.roll(eye, 1, 0) + np.roll(eye, -1, 0) - 2 * eye) * (M / L) ** 2


def exact_flow(w, laplacian):
    """Returns the map (s, v) -> exp(s H) v from diagonalization."""
    H = laplacian - np.diag(w)
    e, V = np.linalg.eigh(0.5 * (H + H.T))
    return lambda s, v: V @ (np.exp(s * e) * (V.T @ v))


# ---------- example inputs: rough typical values ----------
Rg_nm, chiN, guide_nm, T = 7.0, 20.0, 84.0, 500.0
chain_nm3, film_nm, kuhn_nm = 80.0, 28.0, 1.8
guide_mJ_m2, stripe_nm = 1.0, 14.0
N_main = 128
kT_J = constants.k * T
kT_meV = kT_J / constants.e * 1e3

# ---------- self-consistent lamellae for three multiplication factors ----------
solution, energy = {}, {}
for factor in (2, 3, 4):
    period = guide_nm / factor / Rg_nm
    solution[factor], energy[factor] = solve(
        period, chiN, N_main, starting_fields(period, chiN))
    assert energy[factor] < chiN / 4
L = guide_nm / 3 / Rg_nm
coef3 = solution[3]
wA, wB, _ = fields(coef3)
one = np.ones(GRID)

# ---------- exact Fourier diffusion against a periodic Gaussian ----------
def periodic_gaussian(var):
    images = np.arange(-8, 9)[:, None]
    d = (x_grid - 0.5 + images) * L
    return (np.exp(-d ** 2 / (2 * var)) / np.sqrt(2 * np.pi * var)).sum(axis=0)

spread = propagate(periodic_gaussian(0.09), 0 * one, 0.1, 1, L)[-1]
gauss_error = np.abs(spread - periodic_gaussian(0.09 + 0.2)).max()
assert gauss_error < 1e-12

# ---------- reference propagators and partition function ----------
flow_A = exact_flow(wA, fourier_laplacian(L, GRID))
flow_B = exact_flow(wB, fourier_laplacian(L, GRID))

def exact_Q(f):
    return flow_B(1 - f, flow_A(f, one)).mean()

Q_exact = exact_Q(0.5)
Q_fd = []
for M in (200, 400):
    xf = np.arange(M) / M
    m_f = coef3[:n_odd] @ np.cos(2 * np.pi * np.outer(odd, xf))
    p_f = coef3[n_odd:] @ np.cos(2 * np.pi * np.outer(even, xf))
    lap = difference_laplacian(L, M)
    half_chain = exact_flow(p_f + m_f, lap)(0.5, np.ones(M))
    Q_fd.append(exact_flow(p_f - m_f, lap)(0.5, half_chain).mean())
Q_fd_limit = (4 * Q_fd[1] - Q_fd[0]) / 3
assert abs(Q_fd_limit / Q_exact - 1) < 1e-4

# ---------- local third order ----------
def one_step_ratio(w, flow, h):
    """Factor by which the one-step error falls when h is halved."""
    v = flow(0.25, one)
    err = [np.abs(propagate(v, w, g, 1, L)[-1] - flow(g, v)).max()
           for g in (h, h / 2)]
    return err[0] / err[1]

# The error contains w'''', so h k^2 must be small up to high harmonics.
h_coarse, h_fine = 1 / 256, 1 / 8192
k2_top = (2 * np.pi * HARMONICS / L) ** 2
local_ratio = one_step_ratio(wA, flow_A, h_fine)
local_ratio_coarse = one_step_ratio(wA, flow_A, h_coarse)
w_first = coef3[0] * cos_odd[0]
flow_first = exact_flow(w_first, fourier_laplacian(L, GRID))
local_ratio_first = one_step_ratio(w_first, flow_first, h_coarse)
assert 7 < local_ratio < 9
assert 7 < local_ratio_first < 9

# ---------- global second order and Richardson extrapolation ----------
step_counts = (16, 32, 64, 128, 256, 512)
Q_split, phi_split = {}, {}
for N in step_counts:
    Qn, phi_split[N], _, _ = diblock(wA, wB, L, 0.5, N // 2, N // 2)
    Q_split[N] = Qn[0]
rel_error = {N: Q_split[N] / Q_exact - 1 for N in step_counts}
global_ratio = rel_error[128] / rel_error[256]
assert 3.7 < global_ratio < 4.3
rich = [(4 * Q_split[2 * N] - Q_split[N]) / 3 / Q_exact - 1 for N in (128, 256)]
rich_ratio = rich[0] / rich[1]
assert 13 < rich_ratio < 18

# ---------- predicted error coefficient and exact density ----------
def derivative(u, order):
    k = wave_numbers(L, GRID)
    return np.fft.irfft((1j * k) ** order * np.fft.rfft(u), n=GRID)

nodes, weights = np.polynomial.legendre.leggauss(60)
gradient_part = curvature_part = 0.0
phiA_exact = np.zeros(GRID)
end_A, end_B = flow_A(0.5, one), flow_B(0.5, one)
for t, wt in zip(0.25 * (nodes + 1), 0.25 * weights):
    pair_A = (flow_A(t, one), flow_A(0.5 - t, end_B))
    pair_B = (flow_B(t, end_A), flow_B(0.5 - t, one))
    phiA_exact += wt * pair_A[0] * pair_A[1] / Q_exact
    for w, (q, c) in ((wA, pair_A), (wB, pair_B)):
        gradient_part -= wt * (derivative(w, 1) ** 2 * c * q).mean() / 12
        curvature_part -= wt * (derivative(w, 4) * c * q - 4 * derivative(w, 2)
                                * derivative(c, 1) * derivative(q, 1)).mean() / 12
gradient_part /= Q_exact
curvature_part /= Q_exact
predicted = gradient_part + curvature_part
scaled = {N: rel_error[N] * N ** 2 for N in (256, 512)}
measured = (4 * scaled[512] - scaled[256]) / 3
assert abs(measured - predicted) < 1e-3 * (abs(gradient_part) + abs(curvature_part))

phi_error = {N: np.abs(phi_split[N] - phiA_exact).max() for N in (64, 128, 256)}
density_ratio = phi_error[128] / phi_error[256]
assert 3.6 < density_ratio < 4.4

# ---------- self-adjoint step: node identity, bound, functional derivative ----------
Q0, phiA, phiB, node_means = diblock(wA, wB, L, 0.5, 32, 32)
node_spread = np.abs(node_means / Q0[0] - 1).max()
assert node_spread < 1e-11
big_h = 0.5
S = propagate(np.eye(GRID), np.tile(wA, (GRID, 1)), big_h, 1, L)[-1]
assert np.abs(S - S.T).max() < 1e-11 * np.abs(S).max()
assert np.linalg.norm(S, 2) <= np.exp(-big_h * wA.min()) * (1 + 1e-12)
site, eps = 12, 1e-3
bump = eps * (np.arange(GRID) == site)
lnQ_pm = [np.log(diblock(wA + sg * bump, wB, L, 0.5, 32, 32)[0][0]) for sg in (1, -1)]
phi_from_derivative = -GRID * (lnQ_pm[0] - lnQ_pm[1]) / (2 * eps)
assert abs(phi_from_derivative - phiA[site]) < 1e-6

# ---------- self-consistent free energy inherits the predicted error ----------
_, F_fine = solve(L, chiN, 256, coef3)
F_coefficient = (energy[3] - F_fine) / (1 / 128 ** 2 - 1 / 256 ** 2)
assert abs(F_coefficient + predicted) < 0.05 * abs(predicted)

# ---------- misplaced junction, and its cure ----------
f_odd = 1 / 3
misplaced, cured = [], []
for N in (256, 1024):
    nA = round(N * f_odd)
    misplaced.append(diblock(wA, wB, L, nA / N, nA, N - nA)[0][0] / exact_Q(f_odd) - 1)
    cured.append(diblock(wA, wB, L, f_odd, nA, N - nA)[0][0] / exact_Q(f_odd) - 1)
misplaced_ratio = misplaced[0] / misplaced[1]
cured_ratio = cured[0] / cured[1]
assert 3 < misplaced_ratio < 6
assert 14 < cured_ratio < 18

# ---------- a jump in the field lowers the order ----------
M = 512
smooth = 3 * np.cos(2 * np.pi * (np.arange(M) + 0.5) / M)
order = {}
for name, w in (("smooth", smooth), ("jump", 3 * np.sign(smooth))):
    ref = exact_flow(w, fourier_laplacian(L, M))(1.0, np.ones(M)).mean()
    err = [propagate(np.ones(M), w, 1.0, N, L)[-1].mean() - ref for N in (32, 128)]
    order[name] = np.log(err[0] / err[1]) / np.log(4)
assert 1.95 < order["smooth"] < 2.05
assert 1.35 < order["jump"] < 1.66

# ---------- sign of the Fourier diffusion kernel on the grid ----------
lobe = {}
for N in (64, 1024):
    kernel = propagate(1.0 * (np.arange(GRID) == 0), 0 * one, 1 / N, 1, L)[-1]
    lobe[N] = kernel.min() / kernel.max()
assert lobe[64] > -1e-12 and lobe[1024] < -1e-3

# ---------- natural period, stiffness and neglected effects ----------
def natural_period(segregation):
    guess = solve(L, segregation, N_main, coef3)[0]
    best = minimize_scalar(lambda P: solve(P, segregation, N_main, guess)[1],
                           bounds=(3.4, 4.8), method="bounded",
                           options={"xatol": 1e-4})
    return best.x, best.fun, guess

L0, F0, guess = natural_period(chiN)
coef0, _ = solve(L0, chiN, N_main, guess)
wA0, wB0, _ = fields(coef0)
lnQ_strain = [np.log(diblock(wA0, wB0, L0 * (1 + e), 0.5, 64, 64)[0][0])
              for e in (1e-3, -1e-3)]
assert abs(lnQ_strain[0] - lnQ_strain[1]) / 2e-3 < 2e-3
strain = 0.02
F_pm = [solve(L0 * (1 + e), chiN, N_main, coef0)[1] for e in (strain, -strain)]
stiffness = (F_pm[0] + F_pm[1] - 2 * F0) / strain ** 2
assert stiffness > 0
assert energy[3] < min(energy[2], energy[4])
L0_nm = L0 * Rg_nm
L0_strong_nm = natural_period(1.1 * chiN)[0] * Rg_nm

_, phiA0, phiB0, _ = diblock(wA0, wB0, L0, 0.5, 64, 64)
slope = np.abs(np.fft.irfft(1j * wave_numbers(L0, GRID) * np.fft.rfft(phiA0), n=GRID)).max()
interface_nm = Rg_nm / slope
patch_chains = L0_nm ** 2 * film_nm / chain_nm3
thermal_strain = 1 / np.sqrt(stiffness * patch_chains)
contour_nm = 6 * Rg_nm ** 2 / kuhn_nm
extension = 0.5 * L0_nm / contour_nm
guide_kT = (guide_mJ_m2 * 1e-3 * (stripe_nm / guide_nm)
            * chain_nm3 * 1e-27 / (film_nm * 1e-9) / kT_J)
steps_needed = int(np.ceil(np.sqrt(abs(predicted) / 1e-3)))

print(f"Input: Rg = {Rg_nm:.1f} nm, chiN = {chiN:.1f}, f = 0.5, T = {T:.0f} K")
print(f"Input: guide pitch = {guide_nm:.0f} nm, stripe width = {stripe_nm:.0f} nm")
print(f"Input: chain volume = {chain_nm3:.0f} nm^3, film = {film_nm:.0f} nm")
print(f"Input: Kuhn length = {kuhn_nm:.1f} nm, guide contrast = {guide_mJ_m2:.1f} mJ/m^2")
print(f"Grid points = {GRID}, field harmonics = {HARMONICS}, contour steps = {N_main}")
print(f"kT = {kT_meV:.2f} meV")
print(f"Periodic Gaussian, largest diffusion error = {gauss_error:.1e} (1/Rg)")
print(f"Q, diagonalized Fourier generator = {Q_exact:.6f}")
print(f"Q, finite differences extrapolated = {Q_fd_limit:.6f}")
for N in step_counts:
    print(f"N = {N:3d}: Q = {Q_split[N]:.6f}, relative error = {rel_error[N]:.3e}")
print(f"One-step error ratio on halving h = 1/8192: {local_ratio:.3f} "
      f"(top h k^2 = {h_fine * k2_top:.3f})")
print(f"One-step error ratio on halving h = 1/256: {local_ratio_coarse:.3f} "
      f"(top h k^2 = {h_coarse * k2_top:.3f})")
print(f"Same, first field harmonic alone, h = 1/256: {local_ratio_first:.3f}")
print(f"Q error ratio, N = 128 to 256 = {global_ratio:.3f}")
print(f"Richardson relative errors = {rich[0]:.2e}, {rich[1]:.2e}; ratio = {rich_ratio:.2f}")
print(f"Error coefficient, field-gradient part = {gradient_part:.4f}")
print(f"Error coefficient, curvature part = {curvature_part:.4f}")
print(f"Error coefficient of ln Q: predicted = {predicted:.4f}, measured = {measured:.4f}")
print(f"Error coefficient of self-consistent F = {F_coefficient:.4f} kT")
print(f"Density error, N = 128: {phi_error[128]:.2e}; ratio to N = 256: {density_ratio:.3f}")
print(f"Spread of node values of <cq>/Q = {node_spread:.1e}")
print(f"Density at one point: {phiA[site]:.7f}; from dlnQ/dw: {phi_from_derivative:.7f}")
print(f"Misplaced junction, N = 256, 1024: errors {misplaced[0]:.2e}, {misplaced[1]:.2e}")
print(f"Separate block steps, same N: errors {cured[0]:.2e}, {cured[1]:.2e}")
print(f"Error ratios for fourfold N: misplaced {misplaced_ratio:.2f}, cured {cured_ratio:.2f}")
print(f"Observed order in Q: smooth field {order['smooth']:.3f}, jump {order['jump']:.3f}")
print(f"Kernel minimum/maximum: N = 64 {lobe[64]:.1e}, N = 1024 {lobe[1024]:.1e}")
print(f"Steps for leading error 0.001 kT = {steps_needed}")
for factor in (2, 3, 4):
    dF = energy[factor] - energy[3]
    print(f"{factor} periods: L = {guide_nm / factor:.1f} nm, F = {energy[factor]:.5f} kT, "
          f"F - F(3) = {dF:.5f} kT = {dF * kT_meV:.3f} meV")
print(f"Disordered melt: F = {chiN / 4:.5f} kT per chain")
print(f"Natural period = {L0:.4f} Rg = {L0_nm:.2f} nm, F = {F0:.5f} kT")
print(f"Strain cost of threefold guide = {energy[3] - F0:.6f} kT per chain")
print(f"Largest |phiA + phiB - 1| at natural period = {np.abs(phiA0 + phiB0 - 1).max():.1e}")
print(f"Layer stiffness d2F/d(strain)2 = {stiffness:.3f} kT per chain")
print(f"Neglected: guide surface energy = {guide_kT:.4f} kT per chain")
print(f"Neglected: thermal strain = {100 * thermal_strain:.2f} % = "
      f"{thermal_strain * L0_nm:.2f} nm ({patch_chains:.0f} chains)")
print(f"Interface width = {interface_nm:.2f} nm = {interface_nm / kuhn_nm:.2f} Kuhn lengths")
print(f"Chain extension = {extension:.4f} of {contour_nm:.1f} nm contour; "
      f"spring correction = {60 * extension ** 2:.2f} %")
print(f"Natural period at 10 % higher chiN = {L0_strong_nm:.2f} nm")
print("all good")
```

It prints:

```
Input: Rg = 7.0 nm, chiN = 20.0, f = 0.5, T = 500 K
Input: guide pitch = 84 nm, stripe width = 14 nm
Input: chain volume = 80 nm^3, film = 28 nm
Input: Kuhn length = 1.8 nm, guide contrast = 1.0 mJ/m^2
Grid points = 64, field harmonics = 24, contour steps = 128
kT = 43.09 meV
Periodic Gaussian, largest diffusion error = 2.2e-16 (1/Rg)
Q, diagonalized Fourier generator = 61.713727
Q, finite differences extrapolated = 61.713726
N =  16: Q = 61.023528, relative error = -1.118e-02
N =  32: Q = 61.578238, relative error = -2.195e-03
N =  64: Q = 61.683581, relative error = -4.885e-04
N = 128: Q = 61.706479, relative error = -1.174e-04
N = 256: Q = 61.711934, relative error = -2.905e-05
N = 512: Q = 61.713280, relative error = -7.241e-06
One-step error ratio on halving h = 1/8192: 7.950 (top h k^2 = 0.173)
One-step error ratio on halving h = 1/256: 6.823 (top h k^2 = 5.552)
Same, first field harmonic alone, h = 1/256: 8.001
Q error ratio, N = 128 to 256 = 4.043
Richardson relative errors = 4.21e-07, 2.69e-08; ratio = 15.64
Error coefficient, field-gradient part = -14.3133
Error coefficient, curvature part = 12.4167
Error coefficient of ln Q: predicted = -1.8965, measured = -1.8965
Error coefficient of self-consistent F = 1.9127 kT
Density error, N = 128: 9.02e-04; ratio to N = 256: 3.938
Spread of node values of <cq>/Q = 2.1e-15
Density at one point: 0.8065173; from dlnQ/dw: 0.8065173
Misplaced junction, N = 256, 1024: errors 7.52e-04, 1.92e-04
Separate block steps, same N: errors -2.54e-05, -1.58e-06
Error ratios for fourfold N: misplaced 3.92, cured 16.15
Observed order in Q: smooth field 1.999, jump 1.449
Kernel minimum/maximum: N = 64 -2.5e-17, N = 1024 -4.5e-03
Steps for leading error 0.001 kT = 44
2 periods: L = 42.0 nm, F = 4.36301 kT, F - F(3) = 0.37795 kT = 16.285 meV
3 periods: L = 28.0 nm, F = 3.98506 kT, F - F(3) = 0.00000 kT = 0.000 meV
4 periods: L = 21.0 nm, F = 4.15203 kT, F - F(3) = 0.16697 kT = 7.194 meV
Disordered melt: F = 5.00000 kT per chain
Natural period = 4.0439 Rg = 28.31 nm, F = 3.98481 kT
Strain cost of threefold guide = 0.000246 kT per chain
Largest |phiA + phiB - 1| at natural period = 1.3e-08
Layer stiffness d2F/d(strain)2 = 4.141 kT per chain
Neglected: guide surface energy = 0.0690 kT per chain
Neglected: thermal strain = 2.93 % = 0.83 nm (280 chains)
Interface width = 4.75 nm = 2.64 Kuhn lengths
Chain extension = 0.0867 of 163.3 nm contour; spring correction = 0.45 %
Natural period at 10 % higher chiN = 29.03 nm
all good
```
